Bifurcation of a free circular wafer under equibiaxial film stress

DEFINITIONS AND CONVENTIONS

A circular wafer of radius R and thickness h has Young's modulus E and Poisson ratio ν. Its edge is free. Coordinates x, y lie in its midplane, z points up, and r² = x² + y². A film of thickness h_f ≪ h covers the upper face, z = h/2. Its equibiaxial stress on an undeformed wafer is σ, positive in tension. Define

F = σ h_f,  M = F h/2,  D = E h³/[12(1−ν²)].

F is the film force per unit length, M its moment per unit length about the midplane, and D the bending stiffness. The film's own stiffness and the wafer's weight are neglected at first.

Let w be the upward deflection, and u, v the in-plane displacements of the midplane. Subscripts after a comma denote derivatives. For small slopes the midplane strains are

e_xx = u,x + w,x²/2
e_yy = v,y + w,y²/2
γ_xy = u,y + v,x + w,x w,y,

and the strains at height z are these minus z w,xx, z w,yy and 2z w,xy, respectively. The trial shape has two uniform curvatures:

w = (a x² + b y²)/2.

Equal a and b give a shallow spherical cap; b = 0 gives a cylinder. A tensile film on top gives positive curvature, so the edge rises.

The result, within this trial family, is that the spherical shape is stable up to

κ_c = 4h/[R²√(1+ν)],  reached at M_c = 2Dκ_c,

and that for M > M_c the stable shapes satisfy

ab = κ_c²,  a + b = M/D.

FIRST DERIVATION: MINIMUM OF THE ENERGY

Removing the film's in-plane force. The total in-plane force per length N is the wafer's elastic response plus F in both directions. Put e = e′ − e₀, where e₀ = (1−ν)F/(Eh) is the uniform contraction at which the wafer's compressive elastic force balances F. Then N is the elastic response to e′ alone. The energy per area of stretching and film force, with C the in-plane stiffness, is

½ e·C·e + F tr e = ½ e′·C·e′ − F tr e′ + F e₀ + F tr e′ − 2F e₀ = ½ e′·C·e′ − F e₀.

The last term is constant. A uniform contraction needs no bending, so F enters the shape problem through its moment alone.

Midplane stretching. Differentiating the strains eliminates u and v:

e_xx,yy + e_yy,xx − γ_xy,xy = w,xy² − w,xx w,yy = −ab.

A surface with nonzero Gaussian curvature ab cannot be flattened without strain. In-plane equilibrium is satisfied by a stress function φ with N_xx = φ,yy, N_yy = φ,xx, N_xy = −φ,xy. Hooke's law turns the strain condition into

∇⁴φ = −Eh ab.

At a free edge φ and its radial slope may be set to zero. Since ∇⁴r⁴ = 64,

φ = −(Eh ab/64)(R² − r²)².

Hence

N_r = φ′/r = (Eh ab/16)(R² − r²)
N_θ = φ″ = (Eh ab/16)(R² − 3r²).

For positive ab the total force, film included, is tensile at the centre and compressive in the hoop direction at the rim. The silicon alone carries this total minus F, so under a tensile film its midplane can be in compression even at the centre. The stretching energy is

(1/2Eh) ∫ [(N_r + N_θ)² − 2(1+ν)N_r N_θ] dA.

Because N_θ = (rN_r)′, the second part contains r N_r N_θ = ½[(rN_r)²]′, which integrates to zero as rN_r vanishes at both limits. The first part uses N_r + N_θ = (Eh ab/8)(R² − 2r²). With t = r²,

∫ (R² − 2r²)² dA = π ∫₀^(R²) (R² − 2t)² dt = πR⁶/3.

The stretching energy is therefore πEhR⁶(ab)²/384. Dividing by πR² and adding bending and film work gives, up to a constant,

U = (D/2)(a² + b² + 2νab) + EhR⁴a²b²/384 − M(a+b).

Equilibrium. Let k = EhR⁴/192. The derivatives of U with respect to a and b vanish:

D(a + νb) + k a b² = M
D(b + νa) + k a² b = M.

Subtraction gives

(a − b)[D(1−ν) − k ab] = 0.

Either a = b, or

ab = D(1−ν)/k = 192D(1−ν)/(EhR⁴) = 16h²/[(1+ν)R⁴] = κ_c².

In the spherical case a = b = κ, and k = D(1−ν)/κ_c² gives

D(1+ν)κ + D(1−ν)κ³/κ_c² = M.

The left side increases with κ, so there is one root. Setting κ = κ_c gives M_c = 2Dκ_c, or

F_c = 4Dκ_c/h = 4Eh³/[3(1−ν²)√(1+ν)R²].

In the other case add the two equations and use k ab = D(1−ν):

D(1+ν)(a+b) + D(1−ν)(a+b) = 2M, so a + b = M/D.

Knowing the sum and product,

a, b = M/(2D) ± √[(M/2D)² − κ_c²].

These are real and distinct for M > M_c.

Stability. With s = (a+b)/2 and d = (a−b)/2,

U = D(1+ν)s² + D(1−ν)d² + (k/2)(s² − d²)² − 2Ms.

On the spherical branch the mixed derivative vanishes, U,ss is positive, and

U,dd = 2D(1−ν)(1 − κ²/κ_c²).

It changes sign at κ_c. There the stretching energy saved by reducing ab balances the bending cost of unequal curvatures. On the bent branch s² − d² = κ_c², and

U,ss = 4D + 4ks²,  U,dd = 4kd²,  U,sd = −4ksd,

U,ss U,dd − U,sd² = 16Dkd² > 0.

The bent states are minima and grow continuously from d = 0: the bifurcation is a supercritical pitchfork. In an isotropic disc the direction of the x axis is arbitrary.

SECOND DERIVATION: DISPLACEMENTS AND BALANCE OF MOMENTS

This route uses neither a stress function nor an energy. Write K = ab and choose

u = −a²x³/6 + Kx³/6 + f(r)x/r
v = −b²y³/6 + Ky³/6 + f(r)y/r.

The first terms cancel w,x²/2 and w,y²/2. What remains, apart from f, is e_xx = Kx²/2, e_yy = Ky²/2 and γ_xy = Kxy, which is a purely radial strain Kr²/2. Thus

e_r = f′ + Kr²/2,  e_θ = f/r,

even when the deflection itself is not axisymmetric. The forces, film included, are

N_r = B(e_r + νe_θ) + F,  N_θ = B(e_θ + νe_r) + F,  B = Eh/(1−ν²).

Radial equilibrium, rN_r′ + N_r − N_θ = 0, becomes after division by Br

f″ + f′/r − f/r² = −K(3−ν)r/2.

The terms in ν from N_r′ and from N_r − N_θ have combined here. A trial cr³ gives 8cr on the left, so the solution regular at the centre is

f = αr − K(3−ν)r³/16.

Substitution gives the r² coefficient of N_r/B as

K[½ − 3(3−ν)/16 − ν(3−ν)/16] = −K(1−ν²)/16,

and N_r = B(1+ν)α + F − EhKr²/16. The free edge fixes α so that N_r = (EhK/16)(R² − r²). This requires α = (1−ν)KR²/16 − e₀, so the film force F has been absorbed by the uniform contraction e₀ contained in α. Equilibrium then gives N_θ = (rN_r)′ = (EhK/16)(R² − 3r²).

Now consider the couples m_ij = D[(1−ν)w,ij + νδ_ij∇²w] − Mδ_ij. Vertical equilibrium of a plate element is

m_ij,ij = N_ij w,ij,

with repeated indices summed. Multiply by x²/2 and integrate over the disc. On the left, two integrations by parts leave ∫m_xx dA, because the edge carries no normal couple and no effective shear force. On the right, one integration by parts uses N_ij,j = 0 and the force-free edge:

∫ m_xx dA = −∫ x(N_xx w,x + N_xy w,y) dA.

This holds for any equilibrium of the plate equations. Inserting the trial shape gives

πR²[D(a + νb) − M] = −a ∫N_xx x² dA − b ∫N_xy xy dA.

With N_xx = N_r cos²θ + N_θ sin²θ and N_xy = (N_r − N_θ) sinθ cosθ, the angular integrals are elementary. The radial ones are

∫₀^R r³(R² − r²)dr = R⁶/12,  ∫₀^R r³(R² − 3r²)dr = −R⁶/4.

Therefore

∫N_xx x² dA = (EhK/16)(π/4)(3R⁶/12 − R⁶/4) = 0
∫N_xy xy dA = (EhK/16)(π/4)(R⁶/12 + R⁶/4) = πEhKR⁶/192.

Division by πR² yields

D(a + νb) + EhR⁴ab²/192 = M.

The factor y²/2 gives the same equation with a and b exchanged. Subtracting and adding them as before gives κ_c, M_c and both branches.

This form shows how a nearly cylindrical shape is held. For M ≫ M_c the trial family gives a → M/D and b → κ_c²D/M. Along y, bending supplies Dνa ≈ νM, while the midplane forces acting on the curved surface supply ka²b = kκ_c²a = D(1−ν)a ≈ (1−ν)M. Together they balance the film moment.

WHAT EACH DERIVATION ASSUMES

Both use small slopes, linear elasticity and the quadratic shape. That shape does not satisfy vertical equilibrium point by point: ∇⁴w is zero, while aN_xx + bN_yy is generally not. Nor does it make the edge couples vanish. The energy method makes U stationary over a and b; the moment method imposes two weighted averages of equilibrium. For this elastic plate the conditions coincide, so their agreement confirms the algebra but not the trial shape.

The first derivation also needs a stored energy, and in return decides stability. The second needs the stress-strain law but no energy, and it finds equilibria without ranking them. Its radial displacement f relies on in-plane isotropy. The stress function extends more easily to a cubic crystal.

A WORKED CASE

Take a silicon wafer 100 mm in diameter, thinned to h = 200 µm, with a 1 µm tungsten film at σ = 1000 MPa. Rough values for silicon are E = 130 GPa and ν = 0.28. Then D = 0.0940 N m, and

κ_c = 4(2.00×10⁻⁴ m)/[(0.050 m)²√1.28] = 0.283 m⁻¹
F_c = 4(0.0940 N m)(0.283 m⁻¹)/(2.00×10⁻⁴ m) = 532 N/m.

For this film the critical stress is 532 MPa. The edge then stands κ_cR²/2 = 2h/√(1+ν) = 354 µm above the centre, or 1.77 wafer thicknesses.

At 1000 MPa, M = 0.100 N and M/D = 1.063 m⁻¹. The stable curvatures are

a, b = 0.5317 ± √(0.5317² − 0.2828²) = 0.982 and 0.081 m⁻¹,

with radii of 1.02 m and 12.3 m. Along a stress ramp the model gives:

200 MPa: a = b = 0.145 m⁻¹
400 MPa: a = b = 0.238 m⁻¹
600 MPa: a = 0.467, b = 0.171 m⁻¹
800 MPa: a = 0.743, b = 0.108 m⁻¹

Stoney's formula is the small-load limit of the spherical branch,

κ_St = M/[D(1+ν)] = 6(1−ν)F/(Eh²).

At onset κ_c/κ_St = (1+ν)/2 = 0.64, so within the quadratic model, reading stress from curvature by this formula gives a value 36 % too low at the end of the spherical branch. On the bent branch the mean curvature is M/(2D), and the factor stays 0.64: the model film at 1000 MPa would be read as 640 MPa. The larger curvature alone would give 1182 MPa. These readings depend on the assumed shape and are revised in the next section.

HOW GOOD THE QUADRATIC SHAPE IS

The same plate equations were solved numerically with deflection polynomials even in x and y up to degree 10, and a polynomial stress function vanishing with its slope at the edge. Energy was minimized by a damped Newton method, and onset was placed where the lowest stiffness eigenvalue crosses zero. The critical stress is 552.5 MPa, 3.9 % above the quadratic result.

The bent state is described less evenly. At 1000 MPa the disc-averaged curvatures are 0.933 and 0.220 m⁻¹, and degree 8 gives the same values to this precision. Against these averages the quadratic shape overestimates the larger curvature by 5 % and its smaller curvature is too low by a factor of 2.7, so the ratio is about 4 instead of 12. The true curvature is far from uniform, however, and the comparison depends on the measure. At the centre the curvatures are 0.81 and −0.02 m⁻¹, a slight saddle; the rise of the edge along the two axes corresponds to 0.86 and 0.086 m⁻¹; a least-squares paraboloid over the disc gives 0.88 and 0.082 m⁻¹. The large average of the smaller curvature comes from the zone near the edge. Stoney's formula applied to the disc averages would read about 690 MPa from the mean curvature and 1120 MPa from the larger one; applied at the centre it would read about 480 and 980 MPa, and from the fitted paraboloid about 580 and 1050 MPa. At onset the shape is axisymmetric but not truly spherical: the local mean of its radial and hoop curvatures roughly doubles from centre to edge, and the disc average is 0.71 of Stoney's value instead of 0.64. A stress reading therefore depends on where the curvature is measured. The rules for ab and a + b therefore belong to the trial family; in this example the product rule matches the small curvature of a fitted paraboloid, but it should not be used to predict the local or disc-averaged value.

CRYSTAL ANISOTROPY AND UNEQUAL STRESS

For a (001) silicon wafer, let s₁₁, s₁₂, s₆₆ be the in-plane compliances along <100>. Try φ = c(R² − r²)². Its derivatives φ,xxxx and φ,yyyy equal 24c, and φ,xxyy = 8c, so the strain condition gives

c(48s₁₁ + 16s₁₂ + 8s₆₆) = −h ab.

Comparison with the isotropic c = −Eh ab/64 shows that E in the stretching term becomes

E_m = 8/(6s₁₁ + 2s₁₂ + s₆₆).

The energy keeps its form because integration by parts makes it −(ab/2)∫φ dA. In bending, D(1−ν) becomes (h³/12)G, with G = C₁₁ − C₁₂ for curvature axes along <100> and G = 2C₄₄ along <110>. D(1+ν) becomes (h³/12)Y, with Y = C₁₁ + C₁₂ − 2C₁₂²/C₁₁. Hence

κ = (4h/R²)√(G/E_m),  M = (h³/12)(Y + G)κ at onset.

With rough constants C₁₁ = 166, C₁₂ = 64 and C₄₄ = 80 GPa, E_m = 147 GPa. The threshold is 501 MPa with the curvature axes along <100>, and would be 757 MPa if they were held along <110>. With its axes free, the model wafer therefore takes the <100> directions, 6 % below the isotropic threshold.

Unequal film forces F(1+δ) and F(1−δ) add −2Mδd to U. At M = M_c, put s² − d² = κ_c²(1−ε). The conditions for d and s are

(1−ν)dε = 2κ_cδ,  s[2 − (1−ν)ε] = 2κ_c.

For small ε the second gives s² ≈ κ_c²[1 + (1−ν)ε], hence d² ≈ (2−ν)εκ_c². Eliminating ε,

d/κ_c ≈ [2δ(2−ν)/(1−ν)]^(1/3).

A 1 % difference between the two forces, δ = 0.005, gives d/κ_c = 0.29. The sharp onset becomes a gradual change.

THE REAL WAFER

A tensile stress near 1 GPa is high but plausible for tungsten. The thin wafer matters more: F_c scales as h³/R², so at 500 µm thickness, with radius and film thickness fixed, the critical stress would be about 8 GPa and this film would leave the wafer on its spherical branch.

With rough film values of 410 GPa and 0.28 for modulus and Poisson ratio, a linear two-layer plate has 5.5 % less curvature than Stoney's limit. The effect of weight depends on the support. On three equally spaced points at the edge, a wafer of the quadratic shape lies on average sR²/4 below the plane of the supports, whatever d is. With q the weight per area, equating the work qsR²/4 to 2M_g s gives an equivalent moment M_g = qR²/8. For density 2330 kg/m³, q = 4.57 Pa, which for the quadratic shape is equivalent to 14 MPa of film stress or 2.7 % of the critical load. With the film side up it adds to the moment of a tensile film and lowers the onset.

A continuous ring acts differently. A bent wafer touches it only at the two ends of the less curved axis, at height bR²/2 above the wafer's centre, and is lifted elsewhere. Its weight then adds q(a − 3b)R²/8 = qR²(2d − s)/4 to U, for d ≥ 0. The term in d opposes bending and keeps the spherical cap locally stable beyond M_c, so a ring is a poor support for observing the onset. For the quadratic shape in the example, the largest squared slope is 0.0024 and the bending stress at the silicon surface is 14 MPa. Local values in the true shape differ somewhat, but these magnitudes are consistent with small slopes and linear elasticity. In practice, unequal film stress smooths the onset, a ring support can delay it, and the smaller curvature in the example is not uniform as the quadratic shape assumes: it is slightly negative at the centre, close to the quadratic value when taken from the edge rise, and 2.7 times that value as a disc average.

Numerical values quoted here were computed with a short program.
